# Bulk Out-of-Plane Bands from Slab States by Sine Projection

A seven-layer slab, read through the weighted energy averages (centroids) defined below and fitted with cosines up to \(\cos3k\), gives an out-of-plane effective mass of 0.316 electron masses in a model whose bulk value is 0.579. Other read-outs of the same slab give other wrong values; its ordered levels give 0.35 to 0.39, depending on the number of cosines fitted. A fifteen-layer slab of the same material still misplaces the band by up to 1.6 mHa. Yet a fixed linear combination of the centroids of the two slabs returns the bulk band to rounding error, and with it the mass 0.579. The errors of these two slabs must therefore stand in the same ratio at every momentum where they do not vanish. The derivation below shows why, and which other thicknesses can be combined in this way.

The setting concerned is the projection of slab eigenstates onto standing waves across the layers. The user chooses the thicknesses, the states included, and whether to read off single levels or weighted averages. The analysis below shows what each choice does.

## What is projected

Fix the in-plane momentum. Let each layer carry one orthonormal orbital, let the bulk repeat after one layer of spacing \(c\), and let the hopping between layers \(r\) apart be real, with \(t_{-r}=t_r\) and \(t_r=0\) for \(r>R\). With \(k=k_zc\), a Bloch wave \(e^{ikj}\) has energy

\[
E(k)=\sum_r t_r e^{ikr}=t_0+2\sum_{r=1}^{R}t_r\cos rk .
\]

Since \(E(-k)=E(k)\), the combination \(\sin kj\) is also a bulk solution. A slab has layers \(j=1,\dots,N\), with \(N\ge R\). Put \(M=N+1\), so that the first missing layers are 0 and \(M\). The sines that vanish there are

\[
\langle j|q\rangle=\sqrt{\tfrac2M}\,\sin k_qj,\qquad k_q=\frac{q\pi}{M},\qquad q=1,\dots,N .
\]

They are orthonormal. To see this, write

\[
\sum_{j=0}^{M-1}\sin k_qj\,\sin k_{q'}j=\tfrac12\sum_{j=0}^{M-1}\left[\cos\frac{(q-q')\pi j}{M}-\cos\frac{(q+q')\pi j}{M}\right].
\]

For an integer \(m\) that is not a multiple of \(2M\), the geometric series gives \(\sum_j\cos(m\pi j/M)=[1-(-1)^m]/2\). The integers \(q\pm q'\) have equal parity, so the two sums cancel when \(q\ne q'\). When \(q=q'\), the first sum is \(M\) and the second is zero. The result is \(M/2\), which the prefactor normalises to one.

Let \(H|\psi_n\rangle=E_n|\psi_n\rangle\) be the slab solutions and \(w_{qn}=|\langle q|\psi_n\rangle|^2\) the sine weights. Completeness of the slab states gives \(\sum_nw_{qn}=1\), and the centroid is

\[
\bar E_M(q)=\sum_nw_{qn}E_n=\langle q|H|q\rangle .
\]

The centroid is thus a matrix element of \(H\). It is linear in any change of the surface, however strongly that change distorts the individual states. In general, this identity needs all \(N\) states.

## What a surface does to the centroid

Consider first a slab cut from the bulk with no other change, and call its Hamiltonian \(H_0\). Let \(s_j=\sin k_qj\) for every integer \(j\). The full bulk sum over layers gives \(E(k_q)s_j\). The slab lacks the terms from layers \(-m\) and \(M+m\), with \(m\ge1\); layers 0 and \(M\) contribute nothing. With \(j'=M-j\),

\[
(H_0s)_j=E(k_q)s_j-\sum_{m\ge1}t_{j+m}s_{-m}-\sum_{m\ge1}t_{j'+m}s_{M+m}.
\]

Now \(s_{-m}=-s_m\). Also \(s_{M+m}=(-1)^q\sin k_qm\), while \(s_{M-m}=-(-1)^q\sin k_qm\), so \(s_{M+m}=-s_{M-m}\). Hence

\[
(H_0s)_j=E(k_q)s_j+\sum_{m\ge1}t_{j+m}s_m+\sum_{m\ge1}t_{j'+m}s_{M-m}.
\]

Each cut therefore acts as a matrix with elements \(t_{j+m}\), where both indices count layers inward from that face. For nearest-neighbour hopping this matrix vanishes, because \(j+m\ge2\), and the sines are the slab states. For \(R=2\) it has one element, a shift \(t_2\) of the outermost layer. An applied shift \(-t_2\) on both outer layers cancels it.

A real surface also changes layer energies and hoppings. Add these changes, assumed real, symmetric and of finite depth at most \(N\), to the cut matrices, and call the sums \(W^L\) and \(W^R\). At the right face \(s_{M-j}=-(-1)^q s_j\), and this sign enters twice in a matrix element, so it drops out. Therefore

\[
\bar E_M(q)=E(k_q)+\frac2M F(k_q),
\]
\[
F(k)=\sum_{jm}(W^L+W^R)_{jm}\sin jk\,\sin mk .
\]

The factor \(2/M\) is the probability normalisation of a standing wave: a thicker slab places less of it at the faces. Nothing was expanded in the strength of the surface.

Let a second slab have \(M_2=pM\), with \(p\) an integer above 1, and the same faces. Its sine number \(pq\) has momentum \(pq\pi/(pM)=k_q\). Its centroid is \(E(k_q)+2F(k_q)/(pM)\), and so

\[
E(k_q)=\frac{p\,\bar E_{pM}(pq)-\bar E_M(q)}{p-1}.
\]

The two surface terms in the numerator are each \(2F/M\) and cancel. In layers, \(N_2=p(N_1+1)-1\): seven layers pair with fifteen, not fourteen, if every momentum of the thin slab is to occur in the thick one. Other thicknesses can be combined through cosine coefficients fitted to the centroids of each slab. If the fit contains every cosine present in \(E\) and \(F\), and each slab has enough momenta to determine them, the error of each coefficient is proportional to \(1/M\) and cancels in \((M_2t_r^{(2)}-M_1t_r^{(1)})/(M_2-M_1)\), where the superscript numbers the slab. Numerical tests with third-neighbour hopping and unequal random faces confirmed the centroid law and the two-slab formula for \(p=2\) and 3.

## Reading the example

The model has \(t_1=-10\) mHa, \(t_2=1\) mHa and \(c=12\) bohr. These are chosen parameters, not those of a named material. The outer layers are shifted by \(U_L=6\) and \(U_R=4\) mHa, and the outermost bond at each face changes by \(D_L=D_R=1\) mHa, from \(-10\) to \(-9\) mHa. The slabs have 7 and 15 layers, so \(M=8\) and \(p=2\).

Define \(A=U_L+U_R+2t_2=12\) mHa and \(B=D_L+D_R=2\) mHa. Each bond change occupies two off-diagonal elements, so

\[
F=A\sin^2k+2B\sin k\sin2k
=\frac A2(1-\cos2k)+B(\cos k-\cos3k).
\]

Compare \(2F/M\) with the form \(t_0+2\sum_rt_r\cos rk\). A fit to the centroids of one slab acquires the false contributions

\[
(\delta t_0,\delta t_1,\delta t_2,\delta t_3)=\frac1M\left(A,\;B,\;-\frac A2,\;-B\right).
\]

For \(M=8\) these are 1.50, 0.25, \(-0.75\) and \(-0.25\) mHa. The fitted values are accordingly 1.50, \(-9.75\), 0.25 and \(-0.25\) mHa. A surface shift thus imitates second-neighbour hopping, and a changed surface bond imitates third-neighbour hopping that the bulk does not have.

The mass follows from \(\cos rk\simeq1-r^2k^2/2\), which gives \(E(k)\simeq E(0)-k^2\sum_rr^2t_r\). Equating the quadratic term to \(k_z^2/(2m)\), in atomic units, yields

\[
\frac1m=-2c^2\sum_rr^2t_r .
\]

In the bulk, \(\sum_rr^2t_r=-10+4=-6\) mHa. Then \(1/m=2(144)(0.006)=1.728\) and \(m=0.579\). The one-slab fit gives \(-9.75+4(0.25)-9(0.25)=-11\) mHa, hence \(1/m=3.168\) and \(m=0.316\). The small-\(k\) form of \(F\) shows the cause: \(2F/M\simeq2(A+4B)k^2/M=5k^2\) mHa, added to a bulk term of \(6k^2\) mHa. The surface term vanishes at \(k=0\), but its curvature does not.

At \(q=3\), the thin and thick centroids are \(-5.854\) and \(-7.461\) mHa. The formula gives \(2(-7.461)+5.854=-9.068\) mHa, the bulk value. The thin-slab error there, 3.21 mHa or 87 meV, is the largest on the grid. Even without any shifts or bond changes, the cut alone leaves \(A=2t_2=2\) mHa and an error \(4t_2\sin^2k/M\), which reaches 0.5 mHa at \(k=\pi/2\).

## The width is not an error bar

A projected spectrum has a width \(\sigma_q\) about its centroid. Let \(W\) be the sum of the face terms in the slab. Since \((H-E(k_q))|q\rangle=W|q\rangle\), the second moment about the bulk energy is

\[
\sum_nw_{qn}[E_n-E(k_q)]^2=\|W|q\rangle\|^2=\frac2MG(k_q).
\]

If the two faces do not overlap, \(G\) is the sum over faces of \(\sum_j(\sum_mW_{jm}\sin mk)^2\), which does not depend on \(M\). Subtracting the squared displacement of the centroid gives

\[
\sigma_q^2=\frac{2G}{M}-\left(\frac{2F}{M}\right)^2 .
\]

For large \(M\) and \(G\ne0\), the width falls as \(M^{-1/2}\), whereas the centroid error falls as \(M^{-1}\). In thick slabs the width therefore overstates the error. In a thin slab it need not even be an upper bound: at \(q=3\) the width is 3.17 mHa and the error is 3.21 mHa. At \(q=7\) they are 1.17 and 0.17 mHa.

## Why single levels behave differently

One may instead assign the \(n\)th level to \(k_n\), counting from the end of the spectrum that belongs to \(k=0\) (the bottom in the examples here). The error can be derived for nearest-neighbour hopping \(t\) and equal shifts \(U\) of the two outer layers. Put \(u=U/t\), and take \(|u|<1\) first. Inside the slab, \(\psi_j=\sin(\kappa j+\delta)\) solves the bulk equation with energy \(E(\kappa)\). In the first layer,

\[
(t_0+U)\psi_1+t\psi_2=E\psi_1=t_0\psi_1+t(\psi_0+\psi_2),
\]

where \(\psi_0\) continues the interior solution. Thus \(U\psi_1=t\psi_0\), or \(\sin\delta=u\sin(\kappa+\delta)\). Expanding the right side and dividing by \(\cos\delta\) gives

\[
\tan\delta=\frac{u\sin\kappa}{1-u\cos\kappa}.
\]

The slab is mirror symmetric, so its states obey \(\psi_{M-j}=\pm\psi_j\), which requires

\[
\kappa M+2\delta(\kappa)=n\pi .
\]

With \(z=ue^{i\kappa}\), one has \(\delta=-\arg(1-z)\) and \(\delta'=\mathrm{Re}[z/(1-z)]>-1/2\) for \(|z|<1\). The left side therefore rises steadily from 0 to \(M\pi\), and each \(n=1,\dots,N\) has one solution.

Now write \(k=n\pi/M\) and iterate \(\kappa=k-2\delta(\kappa)/M\):

\[
\kappa=k-\frac{2\delta}{M}+\frac{4\delta\delta'}{M^2}+O(M^{-3}),
\]

with \(\delta\) and \(\delta'\) taken at \(k\). Taylor expansion of the energy gives

\[
E_n=E-\frac{2E'\delta}{M}+\frac{4E'\delta\delta'+2E''\delta^2}{M^2}+O(M^{-3}).
\]

The last numerator is \(2(E'\delta^2)'\). For \(p=2\), extrapolation cancels the \(1/M\) term and multiplies the \(1/M^2\) term by \(2/4-1=-1/2\). The remaining error is \(-(E'\delta^2)'/M^2\) to leading order.

For small \(U\), \(\delta\simeq u\sin k\) and \(E'=-2t\sin k\), so the one-slab error becomes \(4U\sin^2k/M\), the same as for the centroid. At larger \(U\) the two differ, because a level depends nonlinearly on the surface.

The example has further hopping and unequal faces, so these formulas do not apply to it quantitatively. There, the largest level error is 3.23 mHa with one slab and 0.18 mHa after extrapolation. With one slab the largest centroid error is nearly the same, 3.21 mHa, and which of the two lies closer to the bulk depends on the momentum: the level for \(q\le3\), the centroid for \(q\ge4\). With two slabs the centroid is exact and the level is not.

## When surface states appear

In the same nearest-neighbour model, raising \(|u|\) pushes levels out of the band. At the edge \(\kappa=0\), the even solution is constant and the odd one is \(j-M/2\). The condition \(u=\psi_0/\psi_1\) puts them at

\[
u=1\qquad\text{and}\qquad u=\frac{M}{M-2}.
\]

Because \(dE_n/dU=|\psi_1|^2+|\psi_N|^2>0\), every level moves in one direction, and each of the two that leave the band crosses its threshold once. For negative \(u\), alternating the sign of the orbitals from layer to layer changes the sign of \(t\), which gives the same thresholds in \(|u|\) at the other band edge. In a thick slab, the outside solution near one face is \(\psi_j\propto u^{-j}\), with energy

\[
t_0+t(u+u^{-1})=t_0+U+\frac{t^2}{U}.
\]

The second example keeps the hoppings and bond changes of the first but shifts both outer layers by \(-25\) mHa. Each slab then has two states near \(-28.09\) mHa, below the bulk minimum of \(-18\) mHa. Only five of the thin slab's seven levels remain for seven bulk momenta, and level ordering errs by up to 13.9 mHa. The one-slab centroid errs by up to 12.0 mHa, but two slabs with all states included again give the bulk band to rounding error.

Discarding the surface states and renormalising the weights leaves an error of up to 2.26 mHa after extrapolation. To see why, suppose that the states are well localised, with energy \(E_s\) and total weight \(a/M\) in sine \(q\). The remaining average is

\[
\frac{E+2F/M-aE_s/M}{1-a/M}=E+\frac{b/M}{1-a/M},
\]

where \(b=2F+a(E-E_s)\). The denominator adds a term \(ab/M^2\), and extrapolation with \(p=2\) leaves \(-ab/(2M^2)\) to leading order in \(a/M\). In the example this ratio is not small. At \(q=2\), where the error is largest, \(a/M\) is 0.56 in the thin slab. The leading term gives an error of only about 0.7 mHa there, whereas the unexpanded expression gives about 2.2 mHa, close to the actual 2.26 mHa.

## Choosing the settings

**States.** Include every state of the layer-orbital space, surface states among them. An energy window that removes states with weight in sine \(q\) in general destroys the identity \(\bar E=\langle q|H|q\rangle\) for that sine.

**Energy zero and faces.** Suppose the thick slab has a different face function \(F_2\) and an energy offset \(d\) relative to the thin one. Inserting both into the two-slab formula gives the error

\[
\frac{2(F_2-F)/M+pd}{p-1}.
\]

For \(p=2\), an offset of 0.1 mHa moves the whole band by 0.2 mHa. It leaves the mass unchanged, since it does not depend on \(k\). Changed faces distort the band wherever \(F_2\ne F\), so the surface structure and charge distribution should have settled in the thinner slab. Exactness also needs the surface perturbation to end within the thin slab, whereas screened or band-bending potentials decay gradually. Adding 5 mHa at each face of the first example, decaying exponentially inward, leaves 0.001 mHa after extrapolation for a decay length of one layer, but 0.33 mHa for three layers.

**Thickness ratio.** If the eigenvectors are fixed and each eigenvalue is uncertain by at most \(\eta\), each centroid is too, because its weights sum to one. The extrapolated error is at most \((p+1)\eta/(p-1)\): \(3\eta\) for \(p=2\) and \(2\eta\) for \(p=3\). The larger ratio reduces this amplification but needs a thicker slab.

**A consistency check.** Centroids at \(M\), \(2M\) and \(3M\), compared at equal \(k\), should satisfy

\[
\frac{\bar E_M-\bar E_{2M}}{\bar E_{2M}-\bar E_{3M}}
=\frac{1-1/2}{1/2-1/3}=3
\]

wherever \(F\ne0\). If the bulk has the form assumed at the start, a ratio that differs from 3 by more than numerical error shows that the faces, the energy zero or the inner layers change with thickness, or that states are missing. A ratio of 3 does not exclude an energy offset common to all slabs.

**Scope.** The derivation needs \(\sin kj\) to be a bulk solution. Alternating bonds break this, since the bulk then repeats after two layers. The failure gives no warning: for a nearest-neighbour chain with 7 and 15 layers the formula returns the gapless band \(2\bar t\cos k\) of the mean hopping \(\bar t\), not the two gapped bands. With several orbitals per layer, upward and downward hopping matrices can differ, and the scalar argument no longer applies. In a self-consistent mean-field calculation, the result holds to the extent that both slabs share the same inner-layer Hamiltonian and the same faces. The recovered band is then that of the mean-field model, with whatever errors that model has.

The numerical output below lists the values at all seven momenta.

## Computed results

```
Bulk hoppings t0 t1 t2 t3 (mHa): 0.0000 -10.0000 1.0000 0.0000
Layer spacing (bohr): 12.0
Outer-layer shifts, left right (mHa): 6.0 4.0
Outer-bond changes, left right (mHa): 1.0 1.0
Layers in thin and thick slab: 7 15
Columns: q, k/pi, then in mHa: bulk, ordered level,
  centroid, width, two-slab result
1 0.125 -17.0634 -16.6060 -16.3534 2.0377 -17.0634
2 0.250 -14.1421 -12.5039 -11.9350 3.0613 -14.1421
3 0.375 -9.0679 -6.1928 -5.8539 3.1714 -9.0679
4 0.500 -2.0000 1.2339 1.0000 3.1623 -2.0000
5 0.625 6.2395 8.6479 8.1468 2.9849 6.2395
6 0.750 14.1421 15.2699 14.9350 2.2647 14.1421
7 0.875 19.8918 20.1510 20.0605 1.1749 19.8918
Thick-slab centroids at same k (mHa): -16.7084 -13.0386 -7.4609 -0.5000 7.1931 14.5386 19.9762
Largest error, ordered levels, one slab (mHa): 3.2339
Largest error, ordered levels, two slabs (mHa): 0.1769
Largest error, centroid, one slab (mHa): 3.2139
  the same (meV): 87.46
Largest error, centroid, two slabs (mHa): 2.8e-14
Largest centroid error, unmodified faces (mHa): 0.5000
Surface sums A and B (mHa): 12.0 2.0
Fitted t0 t1 t2 t3, one slab (mHa): 1.5000 -9.7500 0.2500 -0.2500
Fitted t0 t1 t2 t3, two slabs (mHa): 0.0000 -10.0000 1.0000 0.0000
Effective mass, bulk (electron masses): 0.5787
Effective mass, one slab (electron masses): 0.3157
Effective mass, two slabs (electron masses): 0.5787
Energy-zero offset of thick slab (mHa): 0.1
  resulting largest band error (mHa): 0.2000
Strong case, outer-layer shift at both faces (mHa): -25.0
Bulk band minimum (mHa): -18.0000
Surface states, thin and thick slab: 2 2
Surface-state energies, thin slab (mHa): -28.0980 -28.0900
Surface-state energies, thick slab (mHa): -28.0940 -28.0940
Largest error, ordered levels, one slab (mHa): 13.9479
Largest error, centroid, one slab (mHa): 12.0000
Largest error, two slabs, all states (mHa): 2.1e-14
Largest error, two slabs, surface states dropped (mHa): 2.2606
```
